\section*{Exponential k-Mesh Convergence in a Dimerized Two-Band Chain}

\section{The observation and the result}

A half-filled chain with alternating hoppings of 6 and 3 eV has an energy error of 1.093 meV per cell on an unshifted mesh of 8 k points. With 16 points the error is 0.00145 meV. Doubling the mesh has reduced it by a factor of about 750. If both hoppings are 4.5 eV, so that their sum is unchanged, the 8-point error is 148 meV. The difference comes from how fast the Fourier coefficients of the occupied band decay.

Let $t_1$ be the hopping inside a two-site cell and $t_2$ the hopping between cells, both real and positive. Write $t_>$ and $t_<$ for the larger and the smaller, and $r=t_</t_><1$. The site energies are equal, there is one electron per site, both spins are counted, and the temperature is zero. The cell length is $a$, and $\theta=ka$. The mesh covers the full zone,
\begin{equation}
\theta_j=\frac{2\pi(j+s)}{N},\qquad j=0,\ldots,N-1, \label{mesh}
\end{equation}
with a shift $s$ that is held fixed as $N$ grows. The energy error per cell, mesh value minus converged value, is
\begin{equation}
\Delta E_N=(-1)^N\cos(2\pi s)\,
\frac{2t_>\sqrt{1-r^2}}{\sqrt{\pi}\,N^{3/2}}\,r^N
\left[1+O(1/N)\right]. \label{main}
\end{equation}
Therefore, if $\cos 2\pi s\neq0$,
\begin{equation}
-\lim_{N\to\infty}\frac{\ln|\Delta E_N|}{N}
=\kappa,\qquad \kappa=\ln\frac{t_>}{t_<}. \label{rate}
\end{equation}
The logarithm acts on the numerical value of the energy in any fixed unit, since a change of unit adds a constant that vanishes after division by $N$. The decay is an exponential times $N^{-3/2}$. At $s=1/4$ the leading term vanishes and the rate doubles. Unequal site energies change the rate, as Section 5 shows.

\section{From the mesh sum to Fourier coefficients}

In the basis of the two sites of a cell, the Hamiltonian has zero diagonal and off-diagonal element $h=t_1+t_2e^{i\theta}$, up to the sign convention for $\theta$. Its eigenvalues are $\pm\varepsilon$, with
\begin{equation}
\varepsilon(\theta)=|h|=\sqrt{t_1^2+t_2^2+2t_1t_2\cos\theta}. \label{band}
\end{equation}
The lower band is full. With two spins, the mesh energy and the converged energy per cell are
\begin{equation}
E_N=-\frac{2}{N}\sum_j\varepsilon(\theta_j),\qquad
E=-\frac{2}{2\pi}\int_{-\pi}^{\pi}\varepsilon\,d\theta .
\end{equation}
To evaluate $E$, use $\cos\theta=1-2\sin^2(\theta/2)$ and $\phi=\theta/2$:
\begin{equation}
E=-\frac{4(t_1+t_2)}{\pi}\int_0^{\pi/2}\!\sqrt{1-m\sin^2\phi}\,d\phi,
\quad m=\frac{4t_1t_2}{(t_1+t_2)^2}.
\end{equation}
The integral is the complete elliptic integral of the second kind. For 6 and 3 eV, $E=-12.762533$ eV per cell.

An $N$-point mesh is also a finite system. On a ring of $N$ cells, Bloch's condition selects the angles $2\pi j/N$; a phase $e^{2\pi is}$ on the hopping that closes the ring moves them by $2\pi s/N$. Thus $\Delta E_N$ is the finite-size error of a ring. Direct diagonalization of rings with 5 and 8 cells, at $s=0$, $1/4$ and $1/2$, agreed with the mesh sums to $10^{-11}$ eV.

Since $\varepsilon$ is real and even, write
\begin{equation}
\varepsilon(\theta)=\sum_{n=-\infty}^{\infty}c_ne^{in\theta},
\qquad c_{-n}=c_n .
\end{equation}
The mesh average of one exponential is a geometric sum:
\begin{equation}
\frac1N\sum_{j=0}^{N-1}e^{in\theta_j}
=\frac{e^{2\pi ins/N}}{N}\sum_{j=0}^{N-1}e^{2\pi inj/N}.
\end{equation}
It vanishes unless $n=mN$ with integer $m$, when it equals $e^{2\pi ims}$. The $m=0$ term is the converged average $c_0$. Pairing $m$ with $-m$ gives
\begin{equation}
\Delta E_N=-4\sum_{m=1}^{\infty}c_{mN}\cos(2\pi ms). \label{alias}
\end{equation}
The factor 4 is the spin factor 2 times the two signs of $m$. The interchange of sums is allowed because the coefficients are absolutely summable, as the bound below shows.

\section{The coefficients and a two-sided bound}

The band is symmetric in $t_1$ and $t_2$, so
\begin{equation}
\varepsilon=t_>(1+re^{i\theta})^{1/2}(1+re^{-i\theta})^{1/2}.
\end{equation}
Both factors have convergent binomial series because $r<1$. Let $b_j=\binom{1/2}{j}$. A term $e^{in\theta}$, $n\ge1$, arises when the first factor supplies power $j+n$ and the second supplies power $j$:
\begin{equation}
c_n=t_>\sum_{j=0}^{\infty}b_{j+n}b_j\,r^{2j+n}. \label{series}
\end{equation}
From $b_{j+1}/b_j=(1/2-j)/(j+1)$, and with $(x)_j=x(x+1)\cdots(x+j-1)$,
\begin{equation}
b_j=(-1)^j\frac{(-1/2)_j}{j!},\qquad
\frac{b_{n+j}}{b_n}=(-1)^j\frac{(n-1/2)_j}{(n+1)_j}.
\end{equation}
The two alternating signs cancel in the product, which leaves
\begin{align}
c_n&=t_>b_nr^nF_n,\\
F_n&=1+\sum_{j=1}^{\infty}\frac{(-1/2)_j}{j!}\,q_j\,r^{2j},
\qquad q_j=\frac{(n-1/2)_j}{(n+1)_j}. \label{F}
\end{align}
For $j\ge1$, $(-1/2)_j$ is negative, because its first factor is negative and the others are positive. Hence $F_n<1$. Each $q_j$ lies between 0 and 1. Replacing it by 1 makes the negative terms larger in size and turns the series into that of $\sqrt{1-r^2}$. Therefore
\begin{equation}
t_>\sqrt{1-r^2}\,|b_n|r^n<|c_n|<t_>|b_n|r^n. \label{bound}
\end{equation}

The size of $b_n$ follows by multiplying out its numerator:
\begin{equation}
|b_n|=\frac{(2n-1)!!}{2^nn!\,(2n-1)}
=\frac{1}{2n-1}\,\frac{(2n)!}{4^n(n!)^2}.
\end{equation}
Its sign is $(-1)^{n+1}$. Stirling's formula gives $(2n)!/[4^n(n!)^2]=(\pi n)^{-1/2}[1-1/(8n)+\cdots]$, while $1/(2n-1)=(2n)^{-1}[1+1/(2n)+\cdots]$. Thus
\begin{equation}
|b_n|=\frac{1}{2\sqrt\pi\,n^{3/2}}
\left[1+\frac{3}{8n}+O(n^{-2})\right]. \label{bn}
\end{equation}

It remains to show that $m=1$ dominates (\ref{alias}). Since $|b_{n+1}/b_n|=(n-1/2)/(n+1)<1$, $|b_n|$ decreases. The sum of all terms with $m\ge2$, divided by the size of the $m=1$ term, is at most
\begin{equation}
\frac{\sum_{m\ge2}r^{mN}}{\sqrt{1-r^2}\,|\cos2\pi s|\,r^N}
=\frac{r^N}{(1-r^N)\sqrt{1-r^2}\,|\cos2\pi s|},
\end{equation}
which tends to zero. The bound (\ref{bound}) then encloses $|\Delta E_N|$ between two multiples of $N^{-3/2}r^N$, which proves (\ref{rate}).

For the prefactor, write each factor of $q_j$ as $1-(3/2)/(n+1+l)$, with $l=0,\ldots,j-1$. At fixed $j$ and large $n$ this gives $q_j=1-3j/(2n)+O(n^{-2})$. The factor $j$ is produced by $x\,d/dx$ acting on $x^j$, where $x=r^2$:
\begin{align}
F_n&=\sqrt{1-x}-\frac{3}{2n}\,x\frac{d}{dx}\sqrt{1-x}+O(n^{-2})\notag\\
&=\sqrt{1-x}\left[1+\frac{3x}{4n(1-x)}+O(n^{-2})\right]. \label{Fas}
\end{align}
Insert (\ref{bn}) and (\ref{Fas}) into $-4c_N\cos2\pi s$. The sign is $-(-1)^{N+1}=(-1)^N$ and the number is $4/(2\sqrt\pi)=2/\sqrt\pi$, which gives (\ref{main}). The bracket there is
\begin{equation}
1+\frac1N\left[\frac38+\frac{3r^2}{4(1-r^2)}\right]+O(N^{-2}). \label{corr}
\end{equation}

\section{Meaning, shifts and limits}

\paragraph{Decay length.} With $z=e^{i\theta}$, $\varepsilon^2=(t_1+t_2z)(t_1+t_2/z)$ vanishes at $z=-t_1/t_2$ and $z=-t_2/t_1$. There the square root has branch points, at distance $\kappa$ from the real $\theta$ axis. A ring of length $L=Na$ has the exponential factor $e^{-L/\ell}$, with $\ell=a/\kappa$.

\paragraph{Weakly linked dimers.} For $t_<\ll t_>$, $F_n\to1$ and the unshifted error becomes $-4t_>b_N(t_</t_>)^N$. It first appears at order $N$ in the weak hopping: an electron must cross every weak link once to go around the ring and sense that it is closed.

\paragraph{Closing gap.} For $r\to1$, $1-r^2\approx2\kappa$, and the second term of (\ref{corr}) becomes $3/(8N\kappa)$. Equation (\ref{main}) therefore needs $N\kappa\gg1$. At $t_1=t_2=t$ the band is $2t|\cos(\theta/2)|$, and
\begin{align}
c_n&=\frac{t}{\pi}\int_{-\pi}^{\pi}\cos\frac\theta2\cos n\theta\,d\theta
=\frac{t}{\pi}(-1)^n\left[\frac{1}{n+\frac12}-\frac{1}{n-\frac12}\right]\notag\\
&=\frac{t}{\pi}\,\frac{(-1)^{n+1}}{n^2-\frac14}.
\end{align}
For $s=0$ and large $N$, the sums $\sum m^{-2}=\pi^2/6$ and $\sum(-1)^{m+1}m^{-2}=\pi^2/12$ give
\begin{equation}
\Delta E_N\simeq\frac{2\pi t}{3N^2}\ (N\text{ even}),\qquad
\Delta E_N\simeq-\frac{\pi t}{3N^2}\ (N\text{ odd}).
\end{equation}
The exponential is gone. This is the origin of the 148 meV in the opening comparison.

\paragraph{Shifts.} At $s=1/4$ the $m=1$ term vanishes and $m=2$ leads, with $r^{2N}$. The reason is time reversal. Because $\varepsilon(\theta)=\varepsilon(-\theta)$, shifts of $1/4$ and $-1/4$ give the same sum, and their union is a $2N$-point mesh with shift $1/2$. In the example, $N=8$ with $s=1/4$ and $N=16$ with $s=1/2$ both give $-0.00145$ meV. There is no gain in cost: both need 8 distinct diagonalizations. An unshifted even mesh has $N/2+1$ distinct points, so the asymptotic rate per distinct point is $2\kappa$ in all three cases.

\section{Unequal site energies}

Let the sites have energies $\pm\Delta$. The square of the Hamiltonian is then $(\Delta^2+|h|^2)$ times the unit matrix, so
\begin{equation}
\varepsilon^2=\Delta^2+t_1^2+t_2^2+2t_1t_2\cos\theta .
\end{equation}
The edges, at $\theta=\pi$ and $\theta=0$, obey $\varepsilon_{\min}^2=\Delta^2+(t_1-t_2)^2$ and $\varepsilon_{\max}^2=\Delta^2+(t_1+t_2)^2$. Define effective hoppings
\begin{equation}
T_>=\frac{\varepsilon_{\max}+\varepsilon_{\min}}2,\qquad
T_<=\frac{\varepsilon_{\max}-\varepsilon_{\min}}2 .
\end{equation}
Then $T_>^2+T_<^2=(\varepsilon_{\max}^2+\varepsilon_{\min}^2)/2$ and $2T_>T_<=(\varepsilon_{\max}^2-\varepsilon_{\min}^2)/2$. These are the constant and the cosine coefficient of $\varepsilon^2$, so all earlier formulas hold with $T_>$ and $T_<$. With gap $E_g=2\varepsilon_{\min}$ and valence width $W=\varepsilon_{\max}-\varepsilon_{\min}$,
\begin{equation}
\kappa=\ln\frac{T_>}{T_<}=\ln\left(1+\frac{E_g}{W}\right). \label{gap}
\end{equation}
Within this nearest-neighbour model, the edges fix the mesh error whether the gap comes from dimerization or from ionicity. A chain with $\Delta=3$ eV and equal hoppings of 4.243 eV has the edges of the 6 and 3 eV chain. Its 8-cell ring has the same error, 1.0933 meV, although its hopping ratio is one. If $\Delta=3$ eV is instead added with 6 and 3 eV held fixed, the rate rises from 0.693 to 0.962 per point.

\section{Worked example and choice of mesh}

Take $t_1=6$ eV, $t_2=3$ eV and $a=0.5$ nm. Then $E_g=6$ eV, $W=6$ eV, $\kappa=\ln2=0.693$ per point and $\ell=0.5/0.693=0.72$ nm. For $N=8$ and $s=0$, (\ref{main}) gives
\begin{equation}
\Delta E_8\approx\frac{2(6\ \mathrm{eV})\sqrt{0.75}}
{\sqrt\pi\;8^{3/2}\;2^8}=1.012\ \mathrm{meV}.
\end{equation}
The coefficient of $1/N$ in (\ref{corr}) is $0.375+0.250=0.625$. It raises the estimate by $0.625/8$, or 8\%, to 1.091 meV; the actual error is 1.093 meV. The coefficient extracted from the actual error at $N=200$ is 0.6249.

\begin{center}
\begin{tabular}{rrr}
$N$ & actual (meV) & leading (meV)\\
4 & 54.3 & 45.8\\
8 & 1.093 & 1.012\\
9 & $-0.453$ & $-0.424$\\
12 & 0.0362 & 0.0344\\
16 & 0.00145 & 0.00140
\end{tabular}
\end{center}

The factor of 750 between $N=8$ and $N=16$ is now accounted for: $2^8$ from the exponential, $2^{3/2}$ from the algebraic factor, and about 4\% from the $1/N$ correction. On an unshifted mesh, a target of 1 meV per cell needs $N=9$, a spacing of $2\pi/(9\times0.5\ \mathrm{nm})=1.40\ \mathrm{nm}^{-1}$.

Three rules follow for an implementation, each for a gapped chain of this form with $N\kappa\gg1$.
\begin{enumerate}
\item Unshifted meshes with $N$ and $N+1$ points err with opposite signs, so their energies bracket the converged value.
\item The average of the $s=0$ and $s=1/2$ energies is the unshifted $2N$-point energy, since the two meshes interleave. At $N=8$ their errors are $1.0933$ and $-1.0904$ meV, with mean 0.00145 meV.
\item To measure the rate, subtract the algebraic part: $\kappa\approx\ln|\Delta E_N/\Delta E_{N+1}|-\frac32\ln[(N+1)/N]$. At $N=100$, where the error is near $10^{-33}$ eV and extended-precision arithmetic is required, this gives 0.69321, against $\ln2=0.69315$. At $N=8$ and 16 it gives 0.703 and 0.695. In double precision, rounding spoils the estimate beyond about $N=30$.
\end{enumerate}

Energy differences need separate care. Exchanging $t_1$ and $t_2$ reverses the dimerization and leaves $\varepsilon$ unchanged, so the error cancels between the two states on equal meshes. It does not cancel against the undimerized chain: at $N=8$ and a fixed hopping sum of 9 eV, the errors are 1.09 and 148 meV.

\section{Hafnia and the neglected effects}

Hafnia has a gap of roughly 6 eV, an oxygen-derived valence band roughly 6 eV wide and cell edges of about 0.5 nm. The example has these scales, but it is not a calculation of hafnia. The real gap is largely ionic, so (\ref{gap}), not a bare hopping ratio, is the form to compare, and only as a matter of scale. The real crystal is three-dimensional, with many bands and longer hoppings. Its 0.5 nm cell holds four formula units, so the 6 eV width is shared by many folded bands. Folding alone matters: with two or four dimers of the example in one cell, the edges are unchanged but 1 meV per cell needs only 5 or 3 points. Taken one at a time and at the sizes chosen, the changes below move the unshifted 1 meV mesh from 9 points to between 5 and 10 per axis. Other sizes or combined changes leave this range: a third-neighbour hopping of $-0.6$ eV alone needs 12 points, and one of $0.381$ eV needs 4. Self-consistency of the density and the many-band structure are not sized here.

\paragraph{Gap of the functional.} The mesh error follows the Kohn--Sham bands, not the measured gap. Semilocal functionals give hafnia a gap of roughly 4 eV. With the width held at 6 eV, $\kappa=\ln(5/3)=0.511$ and the mesh needed is 10 points.

\paragraph{Longer hopping.} Hopping $t'$ between like sites of adjacent cells, if equal on the two sublattices, adds $2t'\cos\theta$ to both bands. Its mesh sum vanishes for $N\ge2$, so it causes no error while the bands remain separated in energy. If it differs between the sublattices, as it does in an ionic crystal, the difference enters the splitting and changes the error. In the ionic chain of Section 5, a term $2t'\cos\theta$ on the lower site alone turns the 8-point error of 1.09 meV into 0.56 meV for $t'=0.3$ eV and 1.99 meV for $t'=-0.3$ eV. Third-neighbour hopping $t_3$ between unlike sites matters more. It gives $h=t_1+t_2/z+t_3(z+z^{-2})$, and the branch points solve
\begin{equation}
t_3z^3+t_1z^2+t_2z+t_3=0 .
\end{equation}
When the roots are real and simple, as in both cases below, the rate is the smallest $|\ln|z||$ among them. At a double root the square root has no branch point, so that root does not limit the rate. For $t_3=0.3$ eV it is 0.987 and 6 points suffice; for $t_3=-0.3$ eV it is 0.560 and 10 are needed. At $\theta=\pi$ the $t_3$ terms cancel and the splitting stays 6 eV. A hopping one tenth of $t_2$ thus changes the rate markedly, and (\ref{gap}) no longer applies.

\paragraph{Temperature.} By symmetry the chemical potential is zero. Adding the contributions of $+\varepsilon$ and $-\varepsilon$ for two spins gives the free energy per cell
\begin{equation}
F=-4k_BT\left\langle\ln\left[2\cosh\frac{\varepsilon}{2k_BT}\right]\right\rangle_\theta .
\end{equation}
The hyperbolic cosine is even in $\varepsilon$, so the square-root branch points disappear. The nearest singularity is its first zero, $\varepsilon^2=-(\pi k_BT)^2$, where
\begin{equation}
\cosh\kappa_T=\frac{t_1^2+t_2^2+(\pi k_BT)^2}{2t_1t_2}.
\end{equation}
At 300 K, $k_BT=0.02585$ eV, and the asymptotic rate rises by only $2.4\times10^{-4}$ per point. This limit is reached only for $N$ of several thousand, where the algebraic factor has become $N^{-1}$. For $N\le100$ the error equals its zero-temperature value to better than one part in $10^{28}$.

\paragraph{Three dimensions.} A comparison band with the same edges is $\varepsilon^2=45+12(\cos x+\cos y+\cos z)$ in eV$^2$, where $x,y,z$ are now the three Bloch angles. Along $x=\pi+i\kappa$, the singularity nearest the real axis occurs at $y=z=\pi$, where $\cosh\kappa=21/12$ and $\kappa=1.159$. Away from that point $\kappa$ grows quadratically in $y-\pi$ and $z-\pi$. Each Gaussian integral adds a factor $N^{-1/2}$, so the axial terms fall as $N^{-5/2}e^{-\kappa N}$. The rate measured between $N=12$ and 14, with that power removed, is 1.178. This band needs 5 points per axis for 1 meV. Its errors fall faster than the chain's at equal edges, so the edges alone do not fix the rate across dimensions.

The numerical output lists the remaining values.

\section*{Numbers as computed}
\begin{verbatim}
hoppings t1, t2: 6, 3 eV; cell length: 0.5 nm
gap: 6 eV; valence width: 6 eV
converged energy per cell: -12.762533 eV
rate ln(t1/t2): 0.69315 per mesh point
rate measured at N=100,101: 0.69321 per mesh point
decay length of ring error: 0.7213 nm
errors per cell, unshifted mesh: actual | leading formula
  N=2: 762.53 | 518.24 meV
  N=4: 54.329 | 45.806 meV
  N=6: 6.9287 | 6.2335 meV
  N=8: 1.0933 | 1.0122 meV
  N=9: -0.45346 | -0.42413 meV
  N=10: 0.1925 | 0.18107 meV
  N=12: 0.036237 | 0.034435 meV
  N=16: 0.0014526 | 0.0013979 meV
error at N=8, shift 0.5: -1.0904 meV
error at N=8, shift 0.25: -0.0014526 meV
error at N=16, shift 0.5: -0.0014526 meV
quarter-shift rate measured: 1.38633 per mesh point
1/N correction, formula: 0.6250 (no unit)
1/N correction, from N=200: 0.6249 (no unit)
target error: 1.0 meV per cell
mesh needed: 9 points
k spacing then: 1.3963 nm^-1
equal hoppings 4.5 eV, error N=8: 147.64 meV
ionic chain: offset 3.0 eV, equal hop 4.2426 eV
ionic chain error at N=8: 1.09334 meV
offset 3.0 eV added to t1, t2: rate 0.9624 per point
4 eV gap (hoppings 5, 3 eV): rate 0.5109 per point
4 eV gap: mesh needed 10 points
third hop 0.3 eV: rate 0.9866/point, mesh 6
third hop -0.3 eV: rate 0.5600/point, mesh 10
thermal energy at 300 K: 0.02585 eV
thermal change of rate: 2.44e-04 per mesh point
3D band, axial rate: 1.1588 per point per axis
3D rate measured N=12,14: 1.1782 per point
3D error at N=8 per axis: 0.00249 meV
3D mesh needed: 5 points per axis
\end{verbatim}
